# Langreth's Core-Hole Plasmon Model: Poisson Satellites and the Cumulant: verification in Python

```python
# Core level coupled to one plasmon mode while the level is empty:
#   H = eps c^+c + w b^+b + g c c^+ (b + b^+),   hbar = 1
# Result under test: the removal spectrum from the filled core and the plasmon
# vacuum has lines at eps + a w - n w with weights exp(-a) a^n / n!, a = g^2/w^2.
# eps: removal energy with frozen plasmons, w: plasmon energy, g: coupling (eV).
# Also tested: the cumulant form of the propagator, and the two-line spectrum
# that the Dyson equation gives with the lowest-order GW self-energy.
import numpy as np
from math import factorial
from scipy.linalg import expm
from scipy.constants import physical_constants

eps, w, g = -100.0, 15.0, 12.0
a = g**2 / w**2
hartree = physical_constants["Hartree energy in eV"][0]


def lowering(size):
    return np.diag(np.sqrt(np.arange(1.0, size)), 1)


def hole_hamiltonian(coupling, size):
    b = lowering(size)
    return w * b.T @ b + coupling * (b + b.T)


def removal_lines(coupling, size, coupled_when_empty=True):
    """Lines (position, weight) from the full core-plasmon Hamiltonian."""
    b = lowering(size)
    c = np.array([[0.0, 1.0], [0.0, 0.0]])      # basis: empty, filled
    filled = c.T @ c
    source = np.eye(2) - filled if coupled_when_empty else filled
    h = (eps * np.kron(filled, np.eye(size))
         + w * np.kron(np.eye(2), b.T @ b)
         + coupling * np.kron(source, b + b.T))
    e_filled, v_filled = np.linalg.eigh(h[size:, size:])
    initial = np.concatenate([np.zeros(size), v_filled[:, 0]])
    energies, vectors = np.linalg.eigh(h)
    weights = (vectors.T @ np.kron(c, np.eye(size)) @ initial)**2
    positions = e_filled[0] - energies
    keep = weights > 5e-9
    order = np.argsort(-positions[keep])
    return positions[keep][order], weights[keep][order]


def poisson(mean, count):
    return np.array([np.exp(-mean) * mean**n / factorial(n)
                     for n in range(count)])


# Diagonalization against the Poisson series, three coupling strengths
for coupling in (5.0, g, 20.0):
    mean = coupling**2 / w**2
    pos, wt = removal_lines(coupling, 80)
    n = np.arange(len(pos))
    assert len(pos) >= 6
    assert np.allclose(pos, eps + mean * w - n * w, rtol=0, atol=1e-8)
    assert np.allclose(wt, poisson(mean, len(pos)), rtol=0, atol=1e-10)

# Coupling to the filled level instead: same weights, other positions
pos_f, wt_f = removal_lines(g, 80, coupled_when_empty=False)
n = np.arange(len(pos_f))
assert np.allclose(pos_f, eps - a * w - n * w, rtol=0, atol=1e-8)
assert np.allclose(wt_f, poisson(a, len(pos_f)), rtol=0, atol=1e-10)

# Two modes of equal frequency, complex couplings, |g1|^2 + |g2|^2 = g^2
size = 22
g1, g2 = 0.6 * g, 0.8 * g * np.exp(0.7j)
b, one = lowering(size), np.eye(size)
b1, b2 = np.kron(b, one), np.kron(one, b)
linear = g1 * b1 + g2 * b2
h_two = w * (b1.T @ b1 + b2.T @ b2) + linear + linear.conj().T
e_two, v_two = np.linalg.eigh(h_two)
p_two = np.abs(v_two[0])**2
for n, expected in enumerate(poisson(a, 6)):
    level = np.abs(e_two - (n - a) * w) < 1e-5
    assert abs(p_two[level].sum() - expected) < 1e-8


# Propagator of the hole for t < 0 against the cumulant form
def cumulant(t):
    return a * (np.exp(1j * w * t) - 1 - 1j * w * t)


times = (-0.05, -0.21, -0.8)                    # in hbar/eV
h_hole = hole_hamiltonian(g, 80)
for t in times:
    assert abs(expm(1j * h_hole * t)[0, 0] - np.exp(cumulant(t))) < 1e-9

# GW self-energy from its frequency convolution, finite broadenings
eta_g, eta_w, points = 1.0, 0.7, 20000
theta = (np.arange(points) + 0.5) * np.pi / points - np.pi / 2
nu = 20.0 * np.tan(theta)
measure = 20.0 / np.cos(theta)**2 * np.pi / points
w_plasmon = g**2 * (1 / (nu - w + 1j * eta_w) - 1 / (nu + w - 1j * eta_w))
for x in (-30.0, -14.0, 3.0, 12.0):             # x = omega - eps
    sigma = 1j / (2 * np.pi) * np.sum(
        measure * w_plasmon / (x + nu - 1j * eta_g))
    assert abs(sigma - g**2 / (x + w - 1j * (eta_g + eta_w))) < 1e-6

# Fourier integral of G0 Sigma G0, on a line below the poles, gives C(t)
step = 0.05
x = np.arange(-5000.0, 5000.0, step) - 2.0j
second_order = g**2 / (x**2 * (x + w))
for t in times:
    value = np.sum(np.exp(-1j * x * t) * second_order) * step / (2 * np.pi)
    assert abs(value / 1j - cumulant(t)) < 1e-4  # cut-off of the integral

# Dyson equation with that self-energy = model cut off at one plasmon
root = np.sqrt(w**2 + 4 * g**2)
x_dyson = np.array([-w + root, -w - root]) / 2
z_dyson = 1 / (1 + g**2 / (x_dyson + w)**2)
pos_cut, wt_cut = removal_lines(g, 2)
assert np.allclose(pos_cut, eps + x_dyson, rtol=0, atol=1e-9)
assert np.allclose(wt_cut, z_dyson, rtol=0, atol=1e-10)

# Moments about eps: operator powers against closed forms
m_exact = [np.linalg.matrix_power(-hole_hamiltonian(g, 12), k)[0, 0]
           for k in range(1, 5)]
m_dyson = [np.sum(z_dyson * x_dyson**k) for k in range(1, 5)]
common = [0.0, g**2, -g**2 * w]
assert np.allclose(m_exact, common + [g**2 * w**2 + 3 * g**4], atol=1e-7)
assert np.allclose(m_dyson, common + [g**2 * w**2 + g**4], atol=1e-7)

# Worked example
pos, wt = removal_lines(g, 80)
print(f"frozen-plasmon level eps = {eps:.1f} eV")
print(f"plasmon energy w = {w:.1f} eV")
print(f"coupling g = {g:.1f} eV")
print(f"a = g^2/w^2 = {a:.4f} (mean plasmon number)")
print(f"relaxation shift a w = {a * w:.3f} eV = {a * w / hartree:.5f} hartree")
print("lines from diagonalization, and Poisson weight:")
for n, p in enumerate(poisson(a, 6)):
    print(f"n = {n}: position {pos[n]:.3f} eV, weight {wt[n]:.6f}, "
          f"Poisson {p:.6f}")
print(f"sum of the six weights = {wt[:6].sum():.6f}")
print(f"first satellite / main line = {wt[1] / wt[0]:.4f}")
print("Dyson equation with the GW self-energy:")
print(f"main line {eps + x_dyson[0]:.3f} eV, weight {z_dyson[0]:.6f}")
print(f"satellite {eps + x_dyson[1]:.3f} eV, weight {z_dyson[1]:.6f}")
print(f"separation = {root:.3f} eV")
print(f"main-line shift from eps = {x_dyson[0]:.3f} eV")
print("moments about eps (exact model, Dyson):")
for k in range(4):
    print(f"order {k + 1}: {m_exact[k] + 0.0:.1f}, "
          f"{round(m_dyson[k], 6) + 0.0:.1f} eV^{k + 1}")
print(f"rms width = {np.sqrt(m_exact[1]):.3f} eV")
print("checks complete")
```

It prints:

```
frozen-plasmon level eps = -100.0 eV
plasmon energy w = 15.0 eV
coupling g = 12.0 eV
a = g^2/w^2 = 0.6400 (mean plasmon number)
relaxation shift a w = 9.600 eV = 0.35279 hartree
lines from diagonalization, and Poisson weight:
n = 0: position -90.400 eV, weight 0.527292, Poisson 0.527292
n = 1: position -105.400 eV, weight 0.337467, Poisson 0.337467
n = 2: position -120.400 eV, weight 0.107989, Poisson 0.107989
n = 3: position -135.400 eV, weight 0.023038, Poisson 0.023038
n = 4: position -150.400 eV, weight 0.003686, Poisson 0.003686
n = 5: position -165.400 eV, weight 0.000472, Poisson 0.000472
sum of the six weights = 0.999945
first satellite / main line = 0.6400
Dyson equation with the GW self-energy:
main line -93.349 eV, weight 0.764999
satellite -121.651 eV, weight 0.235001
separation = 28.302 eV
main-line shift from eps = 6.651 eV
moments about eps (exact model, Dyson):
order 1: 0.0, 0.0 eV^1
order 2: 144.0, 144.0 eV^2
order 3: -2160.0, -2160.0 eV^3
order 4: 94608.0, 53136.0 eV^4
rms width = 12.000 eV
checks complete
```
